# Why the coating front in a narrow pore keeps its width: verification in Python

```python
# Result under test: in a long cylindrical pore (diameter d) coated by irreversible
# Langmuir adsorption in molecular flow, the coverage front has the fixed length scale
# lambda = d/sqrt(3 s0) and a 10-90 % width C d/sqrt(s0), for bare-wall sticking s0 << 1.
# theta: coverage; dose Phi = -ln(1-theta); N_s: sites per wall area;
# J0: impingement rate at the mouth; beta = n0 d/(4 N_s): stored gas relative to sites.
# Lengths in the free-molecular model are in units of d.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq


def inverse_gradient(phi):
    return 1.0 / np.sqrt(2.0 * (phi + np.expm1(-phi)))


def front_distance(phi_low, phi_high):
    """Distance in units of lambda between two dose values on the derived profile."""
    return quad(inverse_gradient, phi_low, phi_high, limit=200)[0]


LN2 = np.log(2.0)
width_lambda = front_distance(-np.log(0.9), -np.log(0.1))
slope_width_lambda = 2.0 / np.sqrt(2.0 * LN2 - 1.0)
C_width = width_lambda / np.sqrt(3.0)
C_slope = slope_width_lambda / np.sqrt(3.0)


def level_position(x, theta, level):
    return np.interp(level, theta[::-1], x[::-1])


def width_10_90(x, theta):
    return level_position(x, theta, 0.1) - level_position(x, theta, 0.9)


# ---- flight statistics by tracing rays from the wall of a cylinder ----
def beyond(x):
    """Probability that a flight from the wall passes axial distance x on one side."""
    root = np.sqrt(x * x + 1.0)
    return (2.0 * x * x + 1.0) / (2.0 * root) - x


def kernel(x):
    """Probability density of the axial displacement between wall hits."""
    return 1.0 - x * (x * x + 1.5) / (x * x + 1.0) ** 1.5


rng = np.random.default_rng(7)
n_rays = 400000
normal_cos = np.sqrt(1.0 - rng.random(n_rays))
tangent = np.sqrt(1.0 - normal_cos**2)
azimuth = 2.0 * np.pi * rng.random(n_rays)
dir_y, dir_z = tangent * np.cos(azimuth), tangent * np.sin(azimuth)
# start at (-1/2, 0, 0), inward normal +x, cylinder radius 1/2
flight = normal_cos / (normal_cos**2 + dir_y**2)
axial = flight * dir_z
mean_flight = flight.mean()
ray_fraction = np.mean(axial > 1.0)
assert abs(mean_flight - 1.0) < 0.01          # sampling error with a heavy tail
assert abs(ray_fraction - beyond(1.0)) < 0.002  # about five standard errors
cutoff = 200.0
step_variance = 2.0 * quad(lambda x: x * x * kernel(x), 0, cutoff, limit=300)[0]
step_variance += 2.0 * 0.375 / cutoff         # kernel tends to 0.375/x^4
assert abs(step_variance - 2.0 / 3.0) < 1e-4


# ---- free-molecular transport without any diffusion constant ----
def wall_exchange(n, h):
    x = (np.arange(n) + 0.5) * h
    from_mouth, to_end = beyond(x), beyond(n * h - x)
    P = h * kernel(np.abs(x[:, None] - x[None, :]))
    np.fill_diagonal(P, 0.0)
    np.fill_diagonal(P, 1.0 - from_mouth - to_end - P.sum(axis=1))
    return x, P, from_mouth, to_end


n_tube, h_tube = 400, 0.6
length_tube = n_tube * h_tube
x, P, a, b = wall_exchange(n_tube, h_tube)
wall_flux = np.linalg.solve(np.eye(n_tube) - P, a)
direct = 1.0 / (np.sqrt(length_tube**2 + 1.0) + length_tube) ** 2
transmission = direct + 4.0 * h_tube * np.sum(wall_flux * b)
transmission_diffusion = 4.0 / (3.0 * length_tube)  # from D = d v/3
# end effects of a finite tube are of order one to two per cent here
assert abs(transmission / transmission_diffusion - 1.0) < 0.03


def molecular_front(s0, y_end=10.0, steps=150):
    """March coverage in time; mouth dose is y^2/2. Returns x and two profiles."""
    lam = 1.0 / np.sqrt(3.0 * s0)
    n = 360
    x, P, a, _ = wall_exchange(n, lam / 20.0)
    identity = np.eye(n)

    def flux(dose):
        reflected = 1.0 - s0 * np.exp(-dose)
        return np.linalg.solve(identity - P * reflected[None, :], a)

    y = np.linspace(0.0, y_end, steps + 1)
    dose = np.zeros(n)
    early = None
    for k in range(steps):
        dT = 0.5 * (y[k + 1] ** 2 - y[k] ** 2)
        middle = dose + 0.5 * dT * flux(dose)
        dose = dose + dT * flux(middle)
        if k + 1 == int(0.7 * steps):
            early = 1.0 - np.exp(-dose)
    return lam, x, early, 1.0 - np.exp(-dose)


tail_distance = 6.0
phi_tail = brentq(lambda p: front_distance(p, LN2) - tail_distance, 1e-5, 0.1)
theta_tail = -np.expm1(-phi_tail)
runs = {}
for s0 in (0.002, 0.008, 0.032, 1.0):
    lam, x, early, late = molecular_front(s0)
    half = level_position(x, late, 0.5)
    tail = np.interp(half + tail_distance * lam, x, late)
    runs[s0] = dict(width=width_10_90(x, late), early=width_10_90(x, early),
                    half=half, half_early=level_position(x, early, 0.5),
                    tail=tail, lam=lam)
    runs[s0]["ratio"] = runs[s0]["width"] / (C_width / np.sqrt(s0))
low = runs[0.002]
# the diffusion law has corrections of order sqrt(s0)
assert abs(low["ratio"] - 1.0) < 0.05
assert abs(runs[0.008]["ratio"] - 1.0) < 0.08
exponent = np.log(runs[0.008]["width"] / low["width"]) / np.log(4.0)
assert abs(exponent + 0.5) < 0.03
assert abs(low["early"] / low["width"] - 1.0) < 0.02
half_predicted = low["lam"] * front_distance(LN2, 50.0)
assert abs(low["half"] / half_predicted - 1.0) < 0.05
assert 0.5 < low["tail"] / theta_tail < 2.0
assert runs[1.0]["tail"] / theta_tail > 3.0
assert abs(runs[1.0]["ratio"] - 1.0) > abs(low["ratio"] - 1.0)


# ---- time-dependent diffusion with the stored gas retained ----
def diffusion_front(beta, n=180, dz=0.1, mouth_dose=50.0):
    def rhs(_, state):
        gas, theta = state[0::2], state[1::2]
        lap = np.empty(n)
        lap[1:-1] = gas[2:] - 2.0 * gas[1:-1] + gas[:-2]
        lap[0] = gas[1] - gas[0] + 2.0 * (1.0 - gas[0])
        lap[-1] = gas[-2] - gas[-1]
        uptake = gas * (1.0 - theta)
        out = np.empty(2 * n)
        out[0::2] = (lap / dz**2 - uptake) / beta
        out[1::2] = uptake
        return out

    sol = solve_ivp(rhs, (0.0, mouth_dose), np.zeros(2 * n), method="LSODA",
                    t_eval=[mouth_dose], rtol=1e-6, atol=1e-9, lband=2, uband=2)
    assert sol.success
    return width_10_90((np.arange(n) + 0.5) * dz, sol.y[1::2, -1])


width_small_beta = diffusion_front(0.01)
width_large_beta = diffusion_front(1.0)
assert abs(width_small_beta / width_lambda - 1.0) < 0.01
assert width_large_beta < width_small_beta

# ---- worked example with round model parameters ----
d, s0, T, p0 = 100e-9, 0.002, 500.0, 10.0
molar_mass, N_s, t_exp, sigma = 0.200, 4e18, 1.0, 0.6e-9
mass = molar_mass / const.N_A
kT = const.k * T
v_mean = np.sqrt(8.0 * kT / (np.pi * mass))
n0 = p0 / kT
J0 = n0 * v_mean / 4.0
D = d * v_mean / 3.0
lam = d / np.sqrt(3.0 * s0)
W = C_width * d / np.sqrt(s0)
hits = J0 * t_exp / N_s
depth = lam * front_distance(LN2, s0 * hits)
depth4 = lam * front_distance(LN2, 4.0 * s0 * hits)
depth_simple = d * np.sqrt(2.0 * hits / 3.0)
beta = n0 * d / (4.0 * N_s)
free_path = kT / (np.sqrt(2.0) * np.pi * sigma**2 * p0)
assert free_path > 100 * d and beta < 1e-3 and depth > 5 * lam

um = 1e6
print("FLIGHTS AND DIFFUSION")
print(f"mean flight length, rays: {mean_flight:.4f} d")
print(f"fraction of flights beyond +d, rays: {ray_fraction:.4f}")
print(f"fraction of flights beyond +d, formula: {beyond(1.0):.4f}")
print(f"mean square axial step, quadrature: {step_variance:.5f} d^2")
print(f"test tube length: {length_tube:.0f} d")
print(f"transmission, free-molecular: {transmission:.6f}")
print(f"transmission, diffusion: {transmission_diffusion:.6f}")
print("UNIVERSAL FRONT")
print(f"10-90 % width: {width_lambda:.4f} lambda")
print(f"10-90 % width coefficient C: {C_width:.4f} (d/sqrt(s0))")
print(f"C squared, for s0 = C^2 (d/W)^2: {C_width**2:.3f}")
print(f"inverse half-coverage slope: {slope_width_lambda:.4f} lambda")
print(f"inverse slope coefficient: {C_slope:.4f} (d/sqrt(s0))")
print(f"width with stored gas, beta=0.01: {width_small_beta:.4f} lambda")
print(f"width with stored gas, beta=1: {width_large_beta:.4f} lambda")
print("FREE-MOLECULAR FRONTS (mouth dose 50)")
for s, r in runs.items():
    print(f"s0={s:g}: width {r['width']:.3f} d, ratio to law {r['ratio']:.4f}")
print(f"width exponent in s0, 0.002 to 0.008: {exponent:.4f}")
print(f"s0=0.002 earlier: depth {low['half_early']:.1f} d, width {low['early']:.3f} d")
print(f"s0=0.002 final half-coverage depth: {low['half']:.1f} d")
print(f"same depth from diffusion theory: {half_predicted:.1f} d")
print(f"coverage 6 lambda ahead, diffusion theory: {theta_tail:.5f}")
print(f"coverage 6 lambda ahead, s0=0.002: {low['tail']:.5f}")
print(f"coverage 6 lambda ahead, s0=1: {runs[1.0]['tail']:.5f}")
print("WORKED EXAMPLE")
print(f"pore diameter: {d*1e9:.0f} nm; sticking s0: {s0:g}")
print(f"temperature: {T:.0f} K; pressure: {p0:.0f} Pa")
print(f"molar mass: {molar_mass*1e3:.0f} g/mol; exposure: {t_exp:.0f} s")
print(f"site density: {N_s*1e-18:.0f} nm^-2; collision diameter: {sigma*1e9:.1f} nm")
print(f"mean speed: {v_mean:.1f} m/s")
print(f"gas density at mouth: {n0:.3e} m^-3")
print(f"impingement rate at mouth: {J0:.3e} m^-2 s^-1")
print(f"Knudsen diffusion coefficient: {D:.3e} m^2/s")
print(f"mean free path: {free_path*um:.0f} um")
print(f"stored-gas ratio beta: {beta:.2e}")
print(f"impingements per site at mouth: {hits:.0f}")
print(f"mouth dose Phi0: {s0*hits:.2f}")
print(f"lambda: {lam*um:.3f} um")
print(f"10-90 % front width: {W*um:.3f} um")
print(f"half-coverage depth: {depth*um:.2f} um")
print(f"leading-term depth: {depth_simple*um:.2f} um")
print(f"half-coverage depth, exposure x4: {depth4*um:.2f} um")
print(f"front width, s0 x4: {C_width*d/np.sqrt(4*s0)*um:.3f} um")
print("checks complete")
```

It prints:

```
FLIGHTS AND DIFFUSION
mean flight length, rays: 0.9996 d
fraction of flights beyond +d, rays: 0.0606
fraction of flights beyond +d, formula: 0.0607
mean square axial step, quadrature: 0.66667 d^2
test tube length: 240 d
transmission, free-molecular: 0.005447
transmission, diffusion: 0.005556
UNIVERSAL FRONT
10-90 % width: 3.4474 lambda
10-90 % width coefficient C: 1.9904 (d/sqrt(s0))
C squared, for s0 = C^2 (d/W)^2: 3.962
inverse half-coverage slope: 3.2179 lambda
inverse slope coefficient: 1.8578 (d/sqrt(s0))
width with stored gas, beta=0.01: 3.4474 lambda
width with stored gas, beta=1: 3.2736 lambda
FREE-MOLECULAR FRONTS (mouth dose 50)
s0=0.002: width 44.782 d, ratio to law 1.0062
s0=0.008: width 22.693 d, ratio to law 1.0198
s0=0.032: width 11.554 d, ratio to law 1.0384
s0=1: width 2.263 d, ratio to law 1.1371
width exponent in s0, 0.002 to 0.008: -0.4904
s0=0.002 earlier: depth 84.4 d, width 44.669 d
s0=0.002 final half-coverage depth: 123.4 d
same depth from diffusion theory: 125.7 d
coverage 6 lambda ahead, diffusion theory: 0.00193
coverage 6 lambda ahead, s0=0.002: 0.00319
coverage 6 lambda ahead, s0=1: 0.02482
WORKED EXAMPLE
pore diameter: 100 nm; sticking s0: 0.002
temperature: 500 K; pressure: 10 Pa
molar mass: 200 g/mol; exposure: 1 s
site density: 4 nm^-2; collision diameter: 0.6 nm
mean speed: 230.1 m/s
gas density at mouth: 1.449e+21 m^-3
impingement rate at mouth: 8.332e+22 m^-2 s^-1
Knudsen diffusion coefficient: 7.669e-06 m^2/s
mean free path: 432 um
stored-gas ratio beta: 9.05e-06
impingements per site at mouth: 20830
mouth dose Phi0: 41.66
lambda: 1.291 um
10-90 % front width: 4.451 um
half-coverage depth: 11.43 um
leading-term depth: 11.78 um
half-coverage depth, exposure x4: 23.29 um
front width, s0 x4: 2.225 um
checks complete
```
